# Testing a spherical open p shell for a saddle point in PAW, part 2

A self-consistency loop for an atom with a partly filled p shell can converge to a spherical solution that is stationary but not a minimum. The test is the lowest eigenvalue $\lambda$ of the relaxed energy Hessian $H$. Hartree atomic units are used; spins are collinear, $N_\uparrow$ and $N_\downarrow$ fixed, without spin-orbit coupling.

The spherical solution has energy $E_0$, levels $\varepsilon_p$ and occupations $n_p$: 1 or 0, except $f$ in the p shell of one spin. The density matrix changes at first order by $\delta n+x$, with $\delta n=\sum_ay_aM_a$ traceless Hermitian in the p block, $\mathrm{Tr}\,M_aM_b=\delta_{ab}$, and $x=\sum_\alpha x_\alpha N_\alpha$ from orbital rotations, where $N=|p\rangle\langle q|+|q\rangle\langle p|$ or $N=i(|p\rangle\langle q|-|q\rangle\langle p|)$. With $\delta V[Y]$ the Hamiltonian change caused by $Y$ and $K(X,Y)=\mathrm{Tr}(X\,\delta V[Y])$,

$$E_2=\tfrac12y^TK_{nn}y+y^TBx+\tfrac12x^TAx,\qquad H=K_{nn}-BA^{-1}B^T,$$

where $(K_{nn})_{ab}=K(M_a,M_b)$, $B_{a\alpha}=K(M_a,N_\alpha)$ and $A_{\alpha\beta}=K(N_\alpha,N_\beta)+2\delta_{\alpha\beta}(\varepsilon_q-\varepsilon_p)/(n_p-n_q)$.

If $A>0$, a negative $\lambda$ means a saddle. Frozen orbitals ($x=0$) or a frozen core (no core rotations) give upper bounds, so a negative frozen value proves a saddle. The response equation is

$$x_{pq}=\frac{n_p-n_q}{\varepsilon_p-\varepsilon_q}\,\delta V_{pq},\qquad\delta V=\delta V[\delta n+x].$$

A free atom has $\lambda_2$ five times ($l=2$) and $\lambda_1$ three times ($l=1$), probed by $n_m=f+t\,d_m$, $m=-1,0,1$, with $d^{(2)}=(-1,2,-1)/\sqrt6$ and $d^{(1)}=(-1,0,1)/\sqrt2$. In LDA and GGA, $l=1$ shifts leave the density unchanged and $\lambda_1=0$.

With $R$ the all-electron radial p function and $f_{\uparrow\uparrow}=\partial^2e_{xc}/\partial\rho_\uparrow^2$, LSDA has

$$\lambda_2^{\rm frozen}=\tfrac{6}{25}F^2+\tfrac{3}{10\pi}\int f_{\uparrow\uparrow}(r)R^4r^2\,dr,$$

the first term being the Hartree part. Hartree-Fock has, with $J_{xy}=(xx|yy)$ and $K_{xy}=(xy|xy)$,

$$\lambda_1^{\rm frozen}=\lambda_2^{\rm frozen}=-(J_{xy}-K_{xy})=-\big(F^0-\tfrac15F^2\big).$$

The Slater integrals $F^l=F^l[a,a]$ use $F^l[a,b]=\iint a(r)\,b(r')\,r_<^l/r_>^{l+1}\,dr\,dr'$. In PAW,

$$F^l=F^l[b,b]+F^l_{\rm sph}[a,a]-F^l_{\rm sph}[b,b],$$

with $a=r^2R^2$, its pseudo counterpart $\tilde a=r^2\tilde R^2$, $b=\tilde a+Q_lg_l$ and $Q_l=\int_0^{r_c}(a-\tilde a)r^ldr$. The compensation charge $Q_lg_l$ lies inside the sphere of radius $r_c$, with $\int g_lr^l dr=1$; "sph" restricts integrals to that sphere.

## Running the test

1. Converge the spherical solution with $n_m=f$ and confirm that the p levels are degenerate.
2. Confirm $A>0$, from its lowest eigenvalue.
3. For each direction $d$, converge two runs with fixed occupations $n_m=f\pm t\,d_m$, keeping axial symmetry and assigning occupations by $m$ and parity, not by energy order.
4. Form $g(t)=\sum_md_m\varepsilon_m(t)$ and $\lambda\approx[g(t)-g(-t)]/2t$.
5. If the lowest $\lambda$ is negative, displace the occupations along its direction, once with each sign, release the symmetry and reconverge with a smearing width below the limit $\sigma_c$ derived in the next section. The two signs are not equivalent: one may lead to a point where two p levels are still degenerate and partly filled, and that symmetry must then be broken too. Keep the solution with the lowest total energy.

Step 4 is Janak's theorem. At fixed occupations the energy is stationary under rotations, including those between different $m$, whose gradient vanishes by axial symmetry. Hence $dE/dt=\sum_m\varepsilon_m\,dn_m/dt=g(t)$ and $\lambda=g'(0)$. The central difference cancels $g''(0)$ and errs by $t^2g'''(0)/6$. An error $\eta$ in $g$ enters as $\eta/t$, which limits how small $t$ may be. The alternative is to solve the response equation above for $\delta V$.

## Choosing the smearing

With Fermi smearing of width $\sigma$ the loop makes $E-\sigma\mathcal S$ stationary, $\mathcal S=\mathrm{Tr}\,s(n)$, $s(\nu)=-\nu\ln\nu-(1-\nu)\ln(1-\nu)$. Take $\sigma$ small against the gaps to the other levels of the same spin, so that these stay full or empty. The eigenvalues of the p block are $f+\nu_i$ with $\sum\nu_i=0$ and $\sum\nu_i^2=t^2$, and $s''(f)=-1/f-1/(1-f)=-1/[f(1-f)]$. The free-energy curvature is $\lambda+\sigma/[f(1-f)]$.

The same combination governs the iteration. An input $t\,d_m$, with relaxed orbitals, shifts the levels by $\delta\varepsilon_m=\lambda t\,d_m$, since $H\delta n=\lambda\,\delta n$. The chemical potential is unchanged at first order because $\sum d_m=0$, and the Fermi function has slope $-f(1-f)/\sigma$. The output amplitude is $Gt$ with

$$G=-\frac{\lambda f(1-f)}{\sigma},\qquad\lambda+\frac{\sigma}{f(1-f)}=\frac{\sigma}{f(1-f)}\,(1-G).$$

For $\lambda<0$ an orbital that gains charge moves down, so the output shift has the same sign as the input shift; it is the larger of the two only when $G>1$. The spherical point is a saddle of the free energy when $G>1$, that is for $\sigma<\sigma_c=-\lambda f(1-f)$. In a loop that relaxes the orbitals at fixed occupations before every update of the occupations, linear mixing of the occupations with weight $\beta$ multiplies $t$ by $1-\beta(1-G)$ per step. For $G>1$ this exceeds 1 for every $\beta>0$, provided $t$ is nonzero at the start and is not removed by symmetrization. For $G<1$ it has modulus below 1 when $\beta<2/(1-G)$. A loop that mixes the density and updates orbitals and occupations together has a different factor per step, so this bound on $\beta$ does not carry over to it.

The guidance follows. A width above $\sigma_c$ makes the spherical point locally stable, so a small symmetry-breaking start returns to it even when $\lambda_2<0$. To leave the spherical point from a small start, use $\sigma<\sigma_c$. A start from a state converged with fixed integer occupations is no cure for a large width: once the occupations are released, it too can return to the spherical point, so reduce $\sigma$ or keep the occupations fixed. The width $\sigma_c$ limits only the local stability of the spherical point: a strongly broken solution can coexist with it somewhat above $\sigma_c$, and a small start does not find it. For PBE carbon below, with $\sigma_c=0.0022$ Ha, the free energy along $d^{(2)}$ keeps such a minimum up to about $\sigma=0.0029$ Ha and has none left at $0.005$ Ha. For $G<-1$, which needs $\lambda>0$ and small $\sigma$, unmixed occupations oscillate with growing amplitude about a point that is a minimum in this direction, and the remedy is a smaller $\beta$. A mixer that extrapolates the residual $(G-1)t$ to zero reaches $t=0$ for either sign of $1-G$ in the linear regime, so its convergence says nothing about stability.

## Carbon with three functionals

The example is the carbon atom with $N_\uparrow=4$, $N_\downarrow=2$, $f=2/3$, in the cc-pVTZ basis, with $t=0.01$. It is all-electron, which stands for the complete-partial-wave limit of PAW; the frozen core is imitated by removing the 1s rotations. The lowest eigenvalue of $A$ is positive in each case, the smallest being 0.379 Ha, for Hartree-Fock. Curvatures are in hartree.

| | LSDA | PBE | HF |
|---|---|---|---|
| $\lambda_2$, frozen orbitals | 0.004779 | −0.005617 | −0.463167 |
| $\lambda_2$, frozen core | 0.002059 | −0.009751 | −0.516075 |
| $\lambda_2$, relaxed | 0.002045 | −0.009774 | −0.516206 |
| $\lambda_1$, relaxed | 0 | 0 | −0.503033 |

Six decimals serve to compare routes within this basis and grid; they are not converged with the basis. In aug-cc-pVTZ, aug-cc-pVQZ and an uncontracted aug-cc-pVQZ $spdf$ set with added tight $p$ and $d$ functions, the relaxed $\lambda_2$ is 0.00190 to 0.00194 Ha for LSDA and $-0.00983$ to $-0.00990$ Ha for PBE. The frozen LSDA and PBE values move by up to $1.3\times10^{-4}$ Ha, the share removed by relaxation in LSDA becomes 58 to 59%, $\sigma_c$ for PBE is 0.059 to 0.060 eV, and the PBE lowering of the integer state is 0.137 to 0.138 eV. The signs do not change. The Hartree-Fock column was not examined in this way. The numerical check asserts that both finite-difference values, from energies and from $g(t)$, match the relaxed $\lambda$ within $5\times10^{-5}$ Ha, and it tests the degeneracies, the ordering, the count of negative eigenvalues, the PAW sum and the gain. The signs of $\lambda_2$ for LSDA and PBE are results, not tests.

In LSDA (Slater exchange, VWN5 correlation), with $r_c=1.5$ bohr, the PAW pieces give $F^2=0.224849+0.112955-0.097597=0.240207$ Ha with $Q_2=0.0798$ bohr$^2$, and the Hartree part is $0.24\times0.240207=0.057650$ Ha. The exchange-correlation part is $-0.03350$ Ha from the sphere and $-0.01938$ Ha from outside, $-0.05287$ Ha together. The frozen value $0.05765-0.05287=0.00478$ Ha is 8% of the Hartree part. Relaxation removes $0.004779-0.002045=0.002734$ Ha, 57% of the frozen value, without changing the sign. Omitting the compensation charge gives $F^2=0.230750$ Ha, low by 0.009457 Ha or 3.9% of $F^2$; this lowers the frozen curvature by $0.24\times0.009457=0.00227$ Ha, more than the relaxed $\lambda_2$ itself.

For PBE the frozen value $0.057598-0.063215=-0.005617$ Ha already proves the saddle, and the relaxed value is $-0.009774$ Ha $=-0.266$ eV. With $f(1-f)=2/9$, $\sigma_c=0.009774\times2/9=0.002172$ Ha $=0.059$ eV, small against the 2s–2p gap $0.53466-0.22048=0.314$ Ha; the gap to the empty spin-up levels has to be checked in the same way. At $\sigma=0.005$ Ha the gain is $0.002172/0.005=0.434$, as found directly from Fermi occupations of the computed levels, and the free-energy curvature is $-0.0098+0.005\times4.5=+0.0127$ Ha. This width hides the instability.

For Hartree-Fock $F^0-F^2/5=0.508693-0.045526=0.463167$ Ha, and the lowest eigenvalue is $-0.5162$ Ha $=-14.0$ eV. The formal $\sigma_c=0.5162\times2/9=0.115$ Ha is a fifth of the 2s–2p gap $0.84726-0.28636=0.561$ Ha, so the small-$\sigma$ formula is at most indicative there. Freezing the core raises $\lambda_2$ by $1.4\times10^{-5}$, $2.3\times10^{-5}$ and $1.3\times10^{-4}$ Ha in the three cases. These shifts depend on the basis: in the uncontracted set with tight $p$ and $d$ functions the LSDA and PBE values become $5\times10^{-5}$ and $7\times10^{-5}$ Ha, still small against $\lambda_2$. It leaves $\lambda_1$ unchanged, for a symmetry reason: $\delta n$ is even under inversion, and a 1s rotation with $l=1$ needs a p partner, which is odd.

The integer state with $m=\pm1$ filled, $n=(1,0,1)$, lies on the $d^{(2)}$ line at $t=-\sqrt6/3$, so the quadratic estimate of its energy relative to $E_0$ is $\tfrac12\lambda_2\cdot\tfrac23=\lambda_2/3$. For Hartree-Fock the estimate is $-0.172$ Ha against the computed $-0.163$ Ha. For PBE it is $-0.00326$ Ha against $-0.00502$ Ha $=-0.137$ eV, short by 35% of the computed lowering.

LSDA shows the limit of the test. It finds no negative direction, and the estimate is $+0.00068$ Ha, but the integer state lies below the spherical one by $0.00025$ Ha, about 0.007 eV. An energy that first rises and ends lower passes through a maximum between the two points, if it is continuous along the line, so in this basis the spherical solution is a local minimum, flat along $l=1$, and not the lowest state. A second-order test cannot see this turnover, and its cause was not examined. The difference is small but keeps its sign in the larger bases, where it is 0.00028 to 0.00030 Ha; in cc-pVTZ the maximum is about 0.00008 Ha, near $n_{m=0}=0.3$. A non-negative spectrum should therefore be followed by separate runs with each inequivalent pattern of integer occupations and a comparison of total energies: the pattern with $m=0$ and $m=+1$ filled has the density of $n=(\tfrac12,1,\tfrac12)$ and lies 0.00024 Ha above the spherical LSDA solution.

## Numbers as computed

```
C atom cc-pVTZ: 30 functions, 11058 grid points, f = 0.666667
t = 0.01, sigma = 0.005 Ha, rc = 1.5 bohr, -d2S/dt2 = 4.5003
--- LSDA: E0 = -37.466807 Ha, eps(2s up) = -0.52883, eps(2p up) = -0.22448 Ha
l=2 frozen 0.004779, frozen core 0.002059, relaxed 0.002045 Ha
l=2 FD energy 0.002045, FD Janak 0.002045, min eig A 0.5595 Ha
l=2 frozen Hartree 0.057650, frozen xc -0.052870, trace mode 1.15765 Ha
Fermi map gain: direct -0.0909, formula -0.0909
l=1 frozen -0.000000, frozen core -0.000000, relaxed -0.000000 Ha
l=1 FD energy 0.000000, FD Janak 0.000000, min eig A 0.5948 Ha
lowest eigenvalue -0.000000 Ha = -0.0000 eV: no negative direction
E(1,0,1)-E0 = -0.000250 Ha = -0.0068 eV, quadratic lam2/3 = 0.000682 Ha
PAW l=0: Q = 0.138732 bohr^0, smooth 0.537076, AE 0.207431, PS 0.206190 Ha
PAW l=0: without compensation charge F = 0.472877 Ha
PAW l=2: Q = 0.079786 bohr^2, smooth 0.224849, AE 0.112955, PS 0.097597 Ha
PAW l=2: without compensation charge F = 0.230750 Ha
PAW F0 = 0.538318, F2 = 0.240207, 6F2/25 = 0.057650 Ha
radial xc: sphere -0.033495, outside -0.019376, sum -0.052870 Ha
--- PBE: E0 = -37.789904 Ha, eps(2s up) = -0.53466, eps(2p up) = -0.22048 Ha
l=2 frozen -0.005617, frozen core -0.009751, relaxed -0.009774 Ha
l=2 FD energy -0.009774, FD Janak -0.009774, min eig A 0.5055 Ha
l=2 frozen Hartree 0.057598, frozen xc -0.063215, trace mode 1.16003 Ha
Fermi map gain: direct 0.4344, formula 0.4344
l=1 frozen 0.000000, frozen core 0.000000, relaxed 0.000000 Ha
l=1 FD energy -0.000000, FD Janak 0.000000, min eig A 0.6101 Ha
lowest eigenvalue -0.009774 Ha = -0.2660 eV: saddle
sigma_c = 0.002172 Ha = 0.0591 eV
E(1,0,1)-E0 = -0.005019 Ha = -0.1366 eV, quadratic lam2/3 = -0.003258 Ha
PAW F0 = 0.536085, F2 = 0.239993, 6F2/25 = 0.057598 Ha
--- HF: E0 = -37.528644 Ha, eps(2s up) = -0.84726, eps(2p up) = -0.28636 Ha
l=2 frozen -0.463167, frozen core -0.516075, relaxed -0.516206 Ha
l=2 FD energy -0.516205, FD Janak -0.516204, min eig A 0.3788 Ha
l=2 frozen Hartree 0.054631, frozen xc -0.517798, trace mode 0.74434 Ha
l=1 frozen -0.463167, frozen core -0.503033, relaxed -0.503033 Ha
l=1 FD energy -0.503033, FD Janak -0.503032, min eig A 0.6095 Ha
lowest eigenvalue -0.516206 Ha = -14.0467 eV: saddle
E(1,0,1)-E0 = -0.162925 Ha = -4.4334 eV, quadratic lam2/3 = -0.172069 Ha
PAW F0 = 0.508693, F2 = 0.227631, 6F2/25 = 0.054631 Ha
F0 - F2/5 = 0.463167 Ha
```
